**C6 of hollow conducting cages against additive atomic values**

The program treats a fullerene of N atoms as a conducting shell with outer radius R, inner radius a and four mobile electrons per atom, and computes the dispersion coefficient C6 between two equal cages. It asserts that the closed polarizability and its two-mode form agree with a numerical solution of the electrostatic boundary equations, and that the mode sum for C6 agrees with quadrature over imaginary frequency. For C60 it also asserts agreement with the zero-point energy of two coupled cages. The local exponent d ln C6/d ln N rises from 2.31 at N = 60 to 2.60 at N = 960, and is 2.749 at N = 10⁸, close to the thin-wall limit 11/4. Control cases give 2 for a solid ball, nearly 2 for a very large shell with bound electrons, and nearly 5/2 for a sheet of constant conductivity. The additive reference is a free carbon atom from time-dependent unrestricted Hartree–Fock, whose static polarizability is compared with finite-field calculations. The ratio of shell to additive C6 rises from 0.86 for C60 to 3.23 for C960, and the output traces this growth to the falling frequency of the lower mode.

## Program and output

```python
# Result under test: C6 between equal hollow conducting cages of N atoms grows
# faster than N^2, with a local exponent that tends to 11/4 for a thin wall.
# Reason: strength per atom is nearly fixed, but the plasmon frequency falls.
# Symbols (hartree atomic units): outer_radius R, inner_radius a, wall t,
# rho=(a/R)^3, omega_p plasma frequency, u imaginary frequency, gap = binding
# frequency of the electrons, C6=(3/pi) int alpha(iu)^2 du, c6_atom for carbon.
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from pyscf import gto, scf

BOHR_IN_ANGSTROM = const.physical_constants["Bohr radius"][0] * 1e10
HARTREE_IN_EV = const.physical_constants["Hartree energy in eV"][0]
BOND = 1.42 / BOHR_IN_ANGSTROM
AREA_PER_ATOM = 3 * np.sqrt(3) / 4 * BOND**2
WALL = 3.0
ELECTRONS_PER_ATOM = 4
GAP = 0.2
SHEET_CONDUCTIVITY = 0.25


def c6_quadrature(alpha, scale, nodes=160):
    x, w = np.polynomial.legendre.leggauss(nodes)
    u = scale * (1 + x) / (1 - x)
    jacobian = 2 * scale / (1 - x)**2
    values = np.array([alpha(v) for v in u])
    return 3 / np.pi * np.sum(w * jacobian * values**2)


def alpha_boundary(radius, ratio, eps):
    """Solve the electrostatic boundary equations; ratio = a/R."""
    q = ratio**3
    # unknowns: core slope, wall slope, wall dipole/R^3, outer dipole/R^3
    matrix = np.array([[q, -q, -1, 0],
                       [q, -eps * q, 2 * eps, 0],
                       [0, 1, 1, -1],
                       [0, eps, -2 * eps, 2]], dtype=float)
    return radius**3 * np.linalg.solve(matrix, [0, 0, -1, -1])[3]


def geometry(atoms, wall=WALL):
    cage = np.sqrt(atoms * AREA_PER_ATOM / (4 * np.pi))
    outer, inner = cage + wall / 2, cage - wall / 2
    cubes = wall * (3 * cage**2 + wall**2 / 4)   # R^3 - a^3
    wp2 = 3 * ELECTRONS_PER_ATOM * atoms / cubes
    return cage, outer, inner, cubes, wp2


def modes(atoms, gap=0.0):
    """Frequencies and strengths of the two dipole modes, lower one first."""
    _, outer, _, cubes, wp2 = geometry(atoms)
    filled = cubes / outer**3                    # 1 - rho
    high2 = wp2 / 2 * (1 + np.sqrt(1 + 8 * (1 - filled)) / 3)
    low2 = 2 * filled * wp2**2 / (9 * high2)     # avoids cancellation
    total = ELECTRONS_PER_ATOM * atoms
    f_low = total * (2 * wp2 / 3 - low2) / (high2 - low2)
    freq = np.sqrt(np.array([low2, high2]) + gap**2)
    return freq, np.array([f_low, total - f_low])


def c6_modes(atoms, gap=0.0):
    w, f = modes(atoms, gap)
    return 1.5 * np.sum(np.outer(f, f) / (np.outer(w, w) * np.add.outer(w, w)))


def c6_direct(atoms, gap=0.0):
    _, outer, inner, _, wp2 = geometry(atoms)
    scale = modes(atoms, gap)[0][0]
    return c6_quadrature(lambda u: alpha_boundary(
        outer, inner / outer, 1 + wp2 / (u**2 + gap**2)), scale)


def exponent(function, atoms, step=0.02):
    up, down = function(atoms * np.exp(step)), function(atoms * np.exp(-step))
    return np.log(up / down) / (2 * step)


def carbon_atom():
    """Triplet carbon: time-dependent UHF response and finite-field check."""
    mol = gto.M(atom="C 0 0 0", basis="aug-cc-pvtz", spin=2, verbose=0)
    nao = mol.nao_nr()
    core = scf.hf.get_hcore(mol)
    dip = mol.intor("int1e_r")
    zz = mol.intor("int1e_rr").reshape(3, 3, nao, nao)[2, 2]

    def run(hcore, guess=None):
        mf = scf.UHF(mol)
        mf.get_hcore = lambda *args: hcore
        mf.conv_tol = 1e-11
        mf.max_cycle = 100
        mf.kernel(dm0=guess)
        assert mf.converged
        return mf

    oriented = run(core + 0.02 * zz)             # puts the empty 2p along z
    ground = run(core, oriented.make_rdm1())
    dm = ground.make_rdm1()
    eri = mol.intor("int2e")
    occ = [ground.mo_coeff[s][:, ground.mo_occ[s] > 0] for s in (0, 1)]
    vir = [ground.mo_coeff[s][:, ground.mo_occ[s] == 0] for s in (0, 1)]
    size = [occ[s].shape[1] * vir[s].shape[1] for s in (0, 1)]
    plus, minus = [[None, None], [None, None]], [[None, None], [None, None]]
    for s in (0, 1):
        for r in (0, 1):
            coul = np.einsum("pqrs,pi,qa,rj,sb->iajb", eri, occ[s], vir[s],
                             occ[r], vir[r], optimize=True)
            p, m = 2 * coul, np.zeros_like(coul)
            if s == r:
                direct = np.einsum("pqrs,pi,qj,ra,sb->iajb", eri, occ[s],
                                   occ[s], vir[s], vir[s], optimize=True)
                cross = coul.transpose(0, 3, 2, 1)
                p, m = p - direct - cross, cross - direct
            p, m = p.reshape(size[s], size[r]), m.reshape(size[s], size[r])
            if s == r:
                e = ground.mo_energy[s]
                filled = ground.mo_occ[s] > 0
                delta = np.diag((e[~filled][None, :] - e[filled][:, None]).ravel())
                p, m = p + delta, m + delta
            plus[s][r], minus[s][r] = p, m
    plus, minus = np.block(plus), np.block(minus)
    d = np.array([np.concatenate([(occ[s].T @ dip[k] @ vir[s]).ravel()
                                  for s in (0, 1)]) for k in range(3)]).T
    product, source = minus @ plus, minus @ d

    def tensor(u):
        v = np.linalg.solve(product + u**2 * np.eye(len(d)), source)
        return 2 * np.einsum("nk,nk->k", d, v)

    static, field = tensor(1e-3), 0.002
    for k in (0, 2):
        moment = []
        for sign in (1, -1):
            dmf = run(core + sign * field * dip[k], dm).make_rdm1()
            moment.append(-np.einsum("sij,ji->", dmf, dip[k]))
        finite = (moment[0] - moment[1]) / (2 * field)
        # tolerance covers the cubic response to the finite field
        assert abs(finite / static[k] - 1) < 3e-3
    mean = lambda u: tensor(u).mean()
    c6 = c6_quadrature(mean, 0.5, 24)
    assert abs(c6_quadrature(mean, 0.5, 16) / c6 - 1) < 1e-4
    return static.mean(), c6


sizes = [60, 240, 540, 960]

# Cage radius from the area rule against the true truncated icosahedron.
golden = (1 + np.sqrt(5)) / 2
true_radius = np.sqrt(1 + 9 * golden**2) / 2 * BOND
assert abs(geometry(60)[0] / true_radius - 1) < 0.01

# Closed polarizability, mode sum and C6 against the boundary equations.
for n in sizes:
    _, R, a, _, wp2 = geometry(n)
    rho = (a / R)**3
    for gap in (0.0, GAP):
        w, f = modes(n, gap)
        for u in (0.05, 0.4, 1.5):
            eps = 1 + wp2 / (u**2 + gap**2)
            solved = alpha_boundary(R, a / R, eps)
            closed = R**3 * (1 - rho) * (eps - 1) * (2 * eps + 1) / (
                (eps + 2) * (2 * eps + 1) - 2 * rho * (eps - 1)**2)
            assert abs(closed / solved - 1) < 1e-9
            assert abs(np.sum(f / (w**2 + u**2)) / solved - 1) < 1e-9
        assert abs(c6_modes(n, gap) / c6_direct(n, gap) - 1) < 1e-7
    w, f = modes(n)
    assert abs(np.sum(f / w**2) / R**3 - 1) < 1e-10

# C6 from the zero-point energy of two coupled C60 cages.
distance = 150.0
w, f = modes(60)
shift = 0.0
for factor in (1, 1, -2):
    coupling = factor / distance**3 * np.sqrt(np.outer(f, f))
    hessian = np.block([[np.diag(w**2), coupling], [coupling, np.diag(w**2)]])
    shift += 0.5 * (np.sum(np.sqrt(np.linalg.eigvalsh(hessian))) - 2 * np.sum(w))
c6_zero_point = -shift * distance**6
# tolerance covers terms of higher order in alpha/distance^3
assert abs(c6_zero_point / c6_modes(60) - 1) < 1e-3

# Thin sheet: tangential strength 2/3 of the electrons, with and without gap.
_, R, a, _, wp2 = geometry(60, 1e-4)
sheet2 = 2 * ELECTRONS_PER_ATOM * 60 / (3 * R**3)
for gap in (0.0, GAP):
    for u in (0.1, 0.7):
        solved = alpha_boundary(R, a / R, 1 + wp2 / (u**2 + gap**2))
        sheet = R**3 * sheet2 / (sheet2 + gap**2 + u**2)
        assert abs(solved / sheet - 1) < 1e-3

# Growth exponents by differentiation of the directly integrated C6.
local = [exponent(c6_direct, n) for n in sizes]
assert 2 < local[0] < local[1] < local[2] < local[3] < 2.75
huge = 1e8
p_metal = exponent(c6_direct, huge)
assert abs(p_metal - 11 / 4) < 2e-3
p_gap = {}
for n in (1e6, huge):
    R = geometry(n)[1]
    sheet2 = 2 * ELECTRONS_PER_ATOM * n / (3 * R**3)
    p_gap[n] = exponent(lambda m: c6_direct(m, GAP), n)
    # tolerance covers the finite wall thickness
    assert abs(p_gap[n] - 2 - 0.75 * sheet2 / (sheet2 + GAP**2)) < 1e-2
assert p_gap[huge] < p_gap[1e6] and abs(p_gap[huge] - 2) < 0.02

# Control: solid conducting ball with the plasma frequency of the C60 wall.
ball_wp2 = geometry(60)[4]


def c6_ball(atoms):
    radius = (3 * ELECTRONS_PER_ATOM * atoms / ball_wp2)**(1 / 3)
    return c6_quadrature(lambda u: alpha_boundary(
        radius, 0.01, 1 + ball_wp2 / u**2), np.sqrt(ball_wp2 / 3))


p_ball = exponent(c6_ball, 240)
ball_pair = 0.75 * ELECTRONS_PER_ATOM**2 / (ball_wp2 / 3)**1.5
assert abs(p_ball - 2) < 1e-6
assert abs(c6_ball(240) / 240**2 / ball_pair - 1) < 1e-4


# Control: wall with a conductivity that does not depend on frequency.
def c6_constant(atoms):
    _, outer, inner, _, _ = geometry(atoms)
    scale = 8 * np.pi * SHEET_CONDUCTIVITY / (3 * outer)
    return c6_quadrature(lambda u: alpha_boundary(
        outer, inner / outer, 1 + 4 * np.pi * SHEET_CONDUCTIVITY / (WALL * u)),
        scale)


p_constant = exponent(c6_constant, huge)
assert abs(p_constant - 2.5) < 5e-3
limit = 8 * SHEET_CONDUCTIVITY * geometry(huge)[1]**5
assert abs(c6_constant(huge) / limit - 1) < 0.02

alpha_atom, c6_atom = carbon_atom()
crossing = brentq(lambda n: c6_modes(n) / n**2 - c6_atom, 10, 1e5)

# Split the growth of the lower-mode part of C6/N^2 from N=60 to N=960.
(w1, f1), (w2, f2) = modes(60), modes(960)
strength_factor = ((f2[0] / 960) / (f1[0] / 60))**2
frequency_factor = (w1[0] / w2[0])**3
part = [c6_quadrature(lambda u: f_[0] / (w_[0]**2 + u**2), w_[0]) / n**2
        for w_, f_, n in ((w1, f1, 60), (w2, f2, 960))]
assert abs(part[1] / part[0] / (strength_factor * frequency_factor) - 1) < 1e-8
assert strength_factor < 1 < frequency_factor

print(f"bond length: {BOND * BOHR_IN_ANGSTROM:.2f} angstrom = {BOND:.4f} bohr")
print(f"area per atom: {AREA_PER_ATOM:.4f} bohr^2; wall: {WALL:.1f} bohr")
print(f"mobile electrons per atom: {ELECTRONS_PER_ATOM}")
print(f"C60 cage radius, area rule: {geometry(60)[0]:.3f} bohr")
print(f"C60 cage radius, truncated icosahedron: {true_radius:.3f} bohr")
print(f"carbon atom TDUHF alpha(0): {alpha_atom:.3f} bohr^3")
print(f"carbon atom TDUHF c6: {c6_atom:.2f} hartree bohr^6")
unit = HARTREE_IN_EV * BOHR_IN_ANGSTROM**6
for n, p in zip(sizes, local):
    _, R, a, _, wp2 = geometry(n)
    w, f = modes(n)
    c6 = c6_modes(n)
    print(f"N={n}: R={R:.3f} bohr, a={a:.3f} bohr, rho={(a / R)**3:.4f}")
    print(f"  alpha(0)={R**3:.1f} bohr^3, per atom {R**3 / n:.3f} bohr^3")
    print(f"  omega_p={np.sqrt(wp2):.4f}, low={w[0]:.4f}, high={w[1]:.4f} hartree")
    print(f"  lower-mode share of strength={f[0] / f.sum():.4f}")
    print(f"  C6={c6:.4e} hartree bohr^6 = {c6 * unit:.4e} eV angstrom^6")
    print(f"  C6/N^2={c6 / n**2:.2f} hartree bohr^6, local exponent={p:.3f}")
    print(f"  additive C6={n**2 * c6_atom:.4e} hartree bohr^6")
    print(f"  shell/additive ratio={c6 / (n**2 * c6_atom):.3f}")
    print(f"  with gap: C6/N^2={c6_modes(n, GAP) / n**2:.2f} hartree bohr^6")
print(f"N where shell equals additive sum: {crossing:.1f}")
print(f"C60 C6 from zero-point energy: {c6_zero_point:.4e} hartree bohr^6")
print(f"cage distance in that check: {distance:.0f} bohr")
growth = c6_modes(960) / c6_modes(60) / 16**2
print(f"growth of C6/N^2, N=60 to 960: factor {growth:.3f}")
print(f"lower-mode part of C6: N=60 {part[0] * 3600 / c6_modes(60):.3f}, "
      f"N=960 {part[1] * 960**2 / c6_modes(960):.3f}")
print(f"lower-mode growth: strength factor {strength_factor:.3f}")
print(f"lower-mode growth: frequency factor {frequency_factor:.3f}")
print(f"lower-mode growth: product {part[1] / part[0]:.3f}")
print(f"exponent, conducting shell, N=1e8: {p_metal:.4f}")
print(f"binding frequency in gapped control: {GAP:.2f} hartree")
print(f"exponent, gapped shell: N=1e6 {p_gap[1e6]:.4f}, N=1e8 {p_gap[huge]:.4f}")
print(f"exponent, solid ball: {p_ball:.4f}")
print(f"sheet conductivity: {SHEET_CONDUCTIVITY:.2f} atomic units")
print(f"exponent, constant conductivity, N=1e8: {p_constant:.4f}")
print("all assertions hold")
```

Running it gives:

```
bond length: 1.42 angstrom = 2.6834 bohr
area per atom: 9.3540 bohr^2; wall: 3.0 bohr
mobile electrons per atom: 4
C60 cage radius, area rule: 6.683 bohr
C60 cage radius, truncated icosahedron: 6.650 bohr
carbon atom TDUHF alpha(0): 11.920 bohr^3
carbon atom TDUHF c6: 46.32 hartree bohr^6
N=60: R=8.183 bohr, a=5.183 bohr, rho=0.2541
  alpha(0)=547.9 bohr^3, per atom 9.132 bohr^3
  omega_p=1.3273, low=0.6079, high=1.1799 hartree
  lower-mode share of strength=0.7871
  C6=1.4293e+05 hartree bohr^6 = 8.5405e+04 eV angstrom^6
  C6/N^2=39.70 hartree bohr^6, local exponent=2.306
  additive C6=1.6675e+05 hartree bohr^6
  shell/additive ratio=0.857
  with gap: C6/N^2=34.41 hartree bohr^6
N=240: R=14.866 bohr, a=11.866 bohr, rho=0.5085
  alpha(0)=3285.3 bohr^3, per atom 13.689 bohr^3
  omega_p=1.3356, low=0.4718, high=1.2495 hartree
  lower-mode share of strength=0.7221
  C6=4.0063e+06 hartree bohr^6 = 2.3939e+06 eV angstrom^6
  C6/N^2=69.55 hartree bohr^6, local exponent=2.489
  additive C6=2.6680e+06 hartree bohr^6
  shell/additive ratio=1.502
  with gap: C6/N^2=55.32 hartree bohr^6
N=540: R=21.549 bohr, a=18.549 bohr, rho=0.6378
  alpha(0)=10006.3 bohr^3, per atom 18.530 bohr^3
  omega_p=1.3371, low=0.3973, high=1.2767 hartree
  lower-mode share of strength=0.7024
  C6=3.1124e+07 hartree bohr^6 = 1.8598e+07 eV angstrom^6
  C6/N^2=106.74 hartree bohr^6, local exponent=2.563
  additive C6=1.3507e+07 hartree bohr^6
  shell/additive ratio=2.304
  with gap: C6/N^2=77.82 hartree bohr^6
N=960: R=28.232 bohr, a=25.232 bohr, rho=0.7139
  alpha(0)=22501.8 bohr^3, per atom 23.439 bohr^3
  omega_p=1.3377, low=0.3494, high=1.2912 hartree
  lower-mode share of strength=0.6930
  C6=1.3768e+08 hartree bohr^6 = 8.2270e+07 eV angstrom^6
  C6/N^2=149.40 hartree bohr^6, local exponent=2.604
  additive C6=4.2687e+07 hartree bohr^6
  shell/additive ratio=3.225
  with gap: C6/N^2=100.17 hartree bohr^6
N where shell equals additive sum: 94.2
C60 C6 from zero-point energy: 1.4293e+05 hartree bohr^6
cage distance in that check: 150 bohr
growth of C6/N^2, N=60 to 960: factor 3.763
lower-mode part of C6: N=60 0.834, N=960 0.904
lower-mode growth: strength factor 0.775
lower-mode growth: frequency factor 5.265
lower-mode growth: product 4.081
exponent, conducting shell, N=1e8: 2.7494
binding frequency in gapped control: 0.20 hartree
exponent, gapped shell: N=1e6 2.0672, N=1e8 2.0074
exponent, solid ball: 2.0000
sheet conductivity: 0.25 atomic units
exponent, constant conductivity, N=1e8: 2.4989
all assertions hold
```
